# Spreading resistance of an isothermal disk on a half-space, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the electrified disk to the resistance

### 1. A case that can be seen through: the hemispherical source

Suppose that a hemispherical hollow of radius \(b\) is cut into the flat surface of a very large solid, and that the wall of the hollow is held at a temperature \(T_0\) above the distant solid. The remaining flat surface is insulated. Heat leaves the hollow along straight radial lines, and these lines run parallel to the flat surface where they meet it, so the insulation is respected.

Let \(\theta\) be the temperature rise above the distant solid, \(k\) the thermal conductivity and \(\rho\) the distance from the centre. In steady state the same heat flow \(Q\) crosses every hemisphere, whose area is \(2\pi\rho^2\). Fourier's law gives

\[
Q=-k\,\frac{d\theta}{d\rho}\,2\pi\rho^2 .
\]

Dividing by \(2\pi k\rho^2\) and integrating from \(\rho\) to infinity, where \(\theta=0\), gives

\[
\theta(\rho)=\frac{Q}{2\pi k\rho}. \tag{1}
\]

At the wall \(\theta=T_0\), so the resistance is

\[
R_{\rm hemisphere}=\frac{T_0}{Q}=\frac{1}{2\pi k b}. \tag{2}
\]

The resistance falls as \(1/b\), not as one over the area. A larger source has more area, but the distance over which its heat spreads is larger too. The resistance is finite although the solid is infinite, because the area available to the heat grows as \(\rho^2\).

A heat source can also be flat. If the hollow is replaced by a flat disk, the \(1/(\text{conductivity}\times\text{length})\) form survives, since \(k\) and the disk radius \(a\) are the only parameters from which a resistance can be formed. The number in front has to be found, and for that the isotherms of the disk are needed.

### 2. The disk problem

The solid fills \(z>0\). It is uniform and isotropic, and \(k\) does not depend on temperature. The distance from the \(z\) axis is \(r\). The disk \(r<a\) of the surface \(z=0\) is held at \(T_0\), and the rest of the surface is adiabatic. In steady state, with no heat generated inside the solid, the heat flux \(-k\nabla\theta\) has zero divergence. The conditions are therefore

\[
\nabla^2\theta=0\quad(z>0),\qquad
\theta=T_0\quad(z=0,\ r<a),
\]
\[
\frac{\partial\theta}{\partial z}=0\quad(z=0,\ r>a),\qquad
\theta\to0\quad\text{at infinity}. \tag{3}
\]

One more condition is imposed at the rim \(r=a\), where the type of boundary condition changes: the integral of \(|\nabla\theta|^2\) over the solid must be finite. Part 4 shows what it does.

The flux entering the solid through the disk is counted as positive:

\[
q(r)=-k\left.\frac{\partial\theta}{\partial z}\right|_{z=0^+},\qquad
Q=\int_0^a q(r)\,2\pi r\,dr,\qquad R=\frac{T_0}{Q}. \tag{4}
\]

This \(R\) is the resistance from the disk surface to the distant solid. It contains no contact resistance between a heater and the solid. The result to be shown is \(R=1/(4ka)\).

### 3. Why this is the electrified disk

Extend \(\theta\) to \(z<0\) by \(\theta(r,-z)=\theta(r,z)\). Across the outer part of the plane, \(r>a\), the extended function is continuous. Its normal derivative is continuous as well, because it is zero on both sides. No source therefore sits on the outer plane, and the extended function satisfies Laplace's equation everywhere except on the disk.

These are the conditions on the potential \(\Phi\) of a thin conducting disk in empty space, held at voltage \(V_0\). Hence \(\Phi/V_0=\theta/T_0\). The disk has two faces, and each carries the surface charge \(-\varepsilon_0\,\partial\Phi/\partial z\) evaluated at \(0^+\). With \(C\) the capacitance, the total charge is

\[
CV_0=2\varepsilon_0\int_{\rm disk}\left(-\frac{\partial\Phi}{\partial z}\right)_{0^+}dA
=2\varepsilon_0\,\frac{V_0}{T_0}\int_{\rm disk}\left(-\frac{\partial\theta}{\partial z}\right)_{0^+}dA
=2\varepsilon_0\,\frac{V_0}{T_0}\,\frac{Q}{k}.
\]

Cancelling \(V_0\) and solving for \(T_0/Q\) gives

\[
R=\frac{2\varepsilon_0}{kC}. \tag{5}
\]

The factor 2 is there because the charged disk sends field lines to both sides, while the heated disk sends heat to one. What remains is to solve the disk problem itself.

### 4. One solution, provided the rim is quiet

Let \(w\) be the difference of two solutions of (3), both with finite \(\int|\nabla\theta|^2dV\). Then \(w\) is harmonic, vanishes on the disk and at infinity, and has zero normal derivative on the outer surface. Since \(\nabla^2w=0\),

\[
\nabla\cdot(w\nabla w)=|\nabla w|^2 .
\]

Integrate this over a large half-ball from which a thin half-tube of radius \(\delta\) around the rim has been removed. The right side becomes a sum of surface terms. The disk contributes nothing because \(w=0\) there, and the outer surface nothing because \(\partial w/\partial z=0\). On the large hemisphere \(w\) falls at least as \(1/\rho\) and its gradient as \(1/\rho^2\), while the area grows as \(\rho^2\), so that term tends to zero.

The half-tube remains. Let \(\beta\), from 0 to \(\pi\), be the angle around its cross-section, and \(\varphi\) the azimuth about the \(z\) axis. One end of each half-circle lies on the disk, where \(w=0\). Hence \(w\) is the integral of \(\partial w/\partial\beta\) from that end, and the Cauchy–Schwarz inequality gives

\[
w^2\le\pi\int_0^\pi\left(\frac{\partial w}{\partial\beta}\right)^2d\beta
\le\pi\delta^2\int_0^\pi|\nabla w|^2d\beta ,
\]

because \(\partial w/\partial\beta\) is \(\delta\) times a component of the gradient. Write \(G(\delta)=\int\!\!\int|\nabla w|^2d\beta\,d\varphi\). Integrating the inequality over both angles gives \(\int\!\!\int w^2\,d\beta\,d\varphi\le\pi^2\delta^2G\). The area element of the tube is at most \(2a\delta\,d\beta\,d\varphi\), so a second use of Cauchy–Schwarz bounds the tube term by

\[
2a\delta\;\bigl(\pi\delta\sqrt{G}\bigr)\sqrt{G}=2\pi a\,\delta^2G(\delta). \tag{6}
\]

The energy integral near the rim is of the order of \(a\int G\,\delta\,d\delta\). If \(\delta^2G\) stayed above some positive number as \(\delta\to0\), this integral would exceed a multiple of \(\int d\delta/\delta\) and diverge. Finite energy therefore guarantees a sequence of radii \(\delta\to0\) along which (6) tends to zero. It follows that \(\int|\nabla w|^2dV=0\), so \(w\) is constant, and the constant is zero because \(w=0\) on the disk. Any function that meets all the conditions is the solution.

### 5. Coordinates fitted to the disk

The isotherms must start as the flat disk and become hemispheres far away. Flattened spheroids do this. Define \(s\ge0\) and \(0\le t\le1\) by

\[
r=a\sqrt{(1+s^2)(1-t^2)},\qquad z=a\,s\,t. \tag{7}
\]

For fixed \(s\), elimination of \(t\) gives

\[
\frac{r^2}{a^2(1+s^2)}+\frac{z^2}{a^2s^2}=1, \tag{8}
\]

a half-spheroid of depth \(as\) and surface radius \(a\sqrt{1+s^2}\). At \(s=0\) it collapses to \(z=0\), \(r=a\sqrt{1-t^2}\le a\), which is the disk. At \(t=0\) we have \(z=0\), \(r=a\sqrt{1+s^2}\ge a\), which is the outer surface. The two boundary conditions now sit on two coordinate surfaces.

The derivatives of (7) are

\[
\frac{\partial r}{\partial s}=as\sqrt{\frac{1-t^2}{1+s^2}},\quad
\frac{\partial z}{\partial s}=at,\quad
\frac{\partial r}{\partial t}=-at\sqrt{\frac{1+s^2}{1-t^2}},\quad
\frac{\partial z}{\partial t}=as .
\]

The sum \(\frac{\partial r}{\partial s}\frac{\partial r}{\partial t}+\frac{\partial z}{\partial s}\frac{\partial z}{\partial t}=-a^2st+a^2st\) is zero, so the coordinates are orthogonal. The lengths per unit change of \(s\) and \(t\) follow from

\[
h_s^2=a^2\left[\frac{s^2(1-t^2)}{1+s^2}+t^2\right]=a^2\,\frac{s^2+t^2}{1+s^2},
\]
\[
h_t^2=a^2\left[\frac{t^2(1+s^2)}{1-t^2}+s^2\right]=a^2\,\frac{s^2+t^2}{1-t^2}, \tag{9}
\]

and the length per unit azimuth is \(h_\varphi=r\).

### 6. The temperature field

Try a temperature that depends on \(s\) alone. Heat then flows along the direction of \(s\). Through the patch \(dt\,d\varphi\) of an isotherm passes the heat

\[
-k\,\frac{1}{h_s}\frac{d\theta}{ds}\;h_t\,h_\varphi\,dt\,d\varphi .
\]

From (9) and (7),

\[
\frac{h_t}{h_s}\,h_\varphi=\sqrt{\frac{1+s^2}{1-t^2}}\;a\sqrt{(1+s^2)(1-t^2)}=a(1+s^2).
\]

The dependence on \(t\) has cancelled, and this is why the trial works. No heat leaves sideways, so the heat through the patch must be the same for every \(s\):

\[
\frac{d}{ds}\left[(1+s^2)\frac{d\theta}{ds}\right]=0. \tag{10}
\]

This is Laplace's equation for \(\theta(s)\). The bracket is a constant, called \(-B\), and a second integration gives \(\theta=A-B\arctan s\). On the disk, \(s=0\) and \(A=T_0\). At infinity \(\arctan s\to\pi/2\) and \(\theta=0\), so \(B=2T_0/\pi\). Thus

\[
\theta=T_0\left(1-\frac{2}{\pi}\arctan s\right). \tag{11}
\]

The outer surface is \(t=0\), its normal points along \(t\), and \(\theta\) does not depend on \(t\); the surface is adiabatic as required. To check the energy, use the volume element \(h_sh_th_\varphi\,ds\,dt\,d\varphi\):

\[
\int|\nabla\theta|^2dV=\int_0^{2\pi}\!\!d\varphi\int_0^1\!\!dt\int_0^\infty\! a(1+s^2)\frac{B^2}{(1+s^2)^2}\,ds
=2\pi aB^2\,\frac{\pi}{2}=4aT_0^2 . \tag{12}
\]

It is finite, so (11) is the solution.

To evaluate it at a given point, multiply (8) by \(a^2s^2(1+s^2)\) and collect powers of \(s^2\):

\[
a^2s^4-d\,s^2-z^2=0,\qquad d=r^2+z^2-a^2 .
\]

The product of the two roots for \(s^2\) is \(-z^2/a^2\le0\), so the root that is not negative is

\[
s^2=\frac{d+\sqrt{d^2+4a^2z^2}}{2a^2}. \tag{13}
\]

Inside the solid \(s^2\) is positive and smooth, also on the axis, so the coordinates introduce no hidden source.

### 7. Flux and resistance

At \(s=0\) equation (7) gives \(\partial r/\partial s=0\), so the direction of \(s\) is the direction of \(z\), and (9) gives \(h_s=at\). On the disk \(r=a\sqrt{1-t^2}\), that is \(at=\sqrt{a^2-r^2}\). With \(d\theta/ds=-2T_0/\pi\) at \(s=0\),

\[
q(r)=-\frac{k}{h_s}\frac{d\theta}{ds}=\frac{2kT_0}{\pi\sqrt{a^2-r^2}}. \tag{14}
\]

The flux grows without limit at the rim, but its integral is finite:

\[
Q=\frac{2kT_0}{\pi}\int_0^a\frac{2\pi r\,dr}{\sqrt{a^2-r^2}}
=4kT_0\Bigl[-\sqrt{a^2-r^2}\Bigr]_0^a=4kaT_0 .
\]

Therefore

\[
\boxed{R=\frac{T_0}{Q}=\frac{1}{4ka}} \tag{15}
\]

and by (5) the disk has the capacitance \(C=8\varepsilon_0a\).

The far field gives an independent check. From (7), \(\rho^2=r^2+z^2=a^2(1+s^2-t^2)\), so \(s\approx\rho/a\) at large distance. There \(1-\frac2\pi\arctan s=\frac2\pi\arctan\frac1s\approx\frac{2a}{\pi\rho}\), and \(\theta\approx2aT_0/(\pi\rho)\). Equation (1) demands \(Q/(2\pi k\rho)\), and equating the two again gives \(Q=4kaT_0\).

## Second half: where the heat goes, and what changes the number

### 8. Symbols and results carried over

A disk of radius \(a\) on the surface of a half-space of conductivity \(k\) is held at the rise \(T_0\); the rest of the surface is adiabatic. The heat flow is \(Q\), the flux into the solid is \(q\), the distance from the axis is \(r\) and the depth is \(z\). The isotherms are half-spheroids labelled by \(s\), with depth \(as\) and surface radius \(a\sqrt{1+s^2}\); the disk is \(s=0\). The results needed are

\[
\theta=T_0\left(1-\frac2\pi\arctan s\right),\qquad
q(r)=\frac{2kT_0}{\pi\sqrt{a^2-r^2}},\qquad
R=\frac{T_0}{Q}=\frac1{4ka},
\]

and the rise \(Q/(2\pi k\rho)\) at distance \(\rho\) from a small source on the surface.

The example uses round model parameters: \(k=100\ \mathrm{W/(m\,K)}\), \(a=50\ \mathrm{\mu m}\) and \(Q=0.4\ \mathrm W\). Then

\[
R=\frac{1}{4\times100\times50\times10^{-6}}\ \mathrm{K/W}=50\ \mathrm{K/W},\qquad
T_0=0.4\times50\ \mathrm K=20\ \mathrm K .
\]

### 9. Where the heat enters

Since \(T_0=Q/(4ka)\), the flux can be written in terms of the heat flow:

\[
q(r)=\frac{Q}{2\pi a\sqrt{a^2-r^2}} .
\]

At the centre it is \(Q/(2\pi a^2)\), half of the mean flux \(Q/(\pi a^2)\). In the example the mean is \(50.9\ \mathrm{W/mm^2}\) and the centre value \(25.5\ \mathrm{W/mm^2}\). The heat entering within radius \(r\) is

\[
\int_0^r q\,2\pi r'\,dr'=\frac Qa\Bigl[-\sqrt{a^2-r'^2}\Bigr]_0^r
=Q\left(1-\sqrt{1-\frac{r^2}{a^2}}\right). \tag{16}
\]

This is \(Q/2\) when \(r=\frac{\sqrt3}{2}a\), which is \(43.3\ \mathrm{\mu m}\) in the example. The outer quarter of the area takes in half of the heat. Heat from the centre has to spread through solid that is already warmed from all sides, whereas heat from the rim has cooler solid beside it. To keep the temperature uniform, the flux must favour the rim.

Equation (16) also says how much heat passes near the edge. In a strip of width \(\delta\ll a\) next to the rim the share is

\[
\sqrt{1-\left(1-\frac{\delta}{a}\right)^2}\approx\sqrt{\frac{2\delta}{a}} ,
\]

which falls slowly as the strip narrows. This matters for the validity of the model. Fourier's law with a local \(k\) needs lengths that are large against the mean free paths of the heat carriers. The radius \(a\) may satisfy this while the neighbourhood of the rim does not, and the infinite flux in (14) is a property of the model there, not a prediction for a real edge.

We have found the temperature field of the isothermal disk and its resistance \(R=1/(4ka)\), and shown that half of the heat enters through the outer quarter of the disk's area. It remains to see why the rim condition was needed, where the temperature falls, and how a finite thickness, other flux profiles, a varying or direction-dependent conductivity and a contact resistance affect the result.
